**Coulson's theorem and a two-level model for the hydrides NH3 to BiH3**

Three equivalent sp hybrids of s weight S enclose an angle θ with cos θ = −S/(1−S), and a two-level treatment of each bond determines S and the inversion barrier. The parameters are the levels `es`, `ep`, `eH`, the couplings `bs`, `bp`, and the constant `K`, which is fixed by the Hartree–Fock angle of NH3; `q` is the hybrid population per bond and `P` the bond order. The program asserts Coulson's theorem by angular integration, and the model energy as the expectation value of an explicit determinant that lies above the full seven-orbital energy at the sampled angles. It also asserts the equilibrium condition, four barrier derivatives against finite differences, and the large-gap limit. Further assertions cover the changes in angle and barrier from N to P and Bi, and the response of the BiH3 barrier to an artificial shift of the 6s level. The output shows Hartree–Fock angles falling from 106.9° to 92.0° and barriers rising from 25 to 262 kJ/mol. The model follows the angles closely but overestimates the barriers, by a factor of 2.8 for BiH3. The s–p gap does not grow steadily down the group; bond polarity and the changed couplings carry most of the model trend from N to Bi in the replacement order used.

## Check in Python

```python
"""
Result under test: in XH3 (X = N, P, As, Sb, Bi) three equivalent sp hybrids
of s weight S enclose the angle theta with cos(theta) = -S/(1-S), and a
two-level model of each X-H bond fixes S and the inversion barrier.
Symbols (Hartree atomic units):
  es, ep, eH  levels of valence s, valence p and hydrogen 1s
  bs, bp      magnitudes of the s-H and p-H couplings
  q, P        electrons in a hybrid per bond, and bond order
  K           coupling per unit overlap, fixed once by the NH3 angle
Molecules: Hartree-Fock, def2-SVP, effective core potentials on Sb and Bi.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, null_space
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf, lib

lib.num_threads(1)
KJ = (constants.physical_constants["Hartree energy"][0]
      * constants.N_A / 1000)
PLANAR = 1 / 3


def angle_from_s(S):
    return np.arccos(-S / (1 - S))


def directions(theta):
    """Unit vectors of three equivalent bonds with mutual angle theta."""
    sine = min(1.0, 2 / np.sqrt(3) * np.sin(theta / 2))
    cosine = np.sqrt(max(0.0, 1 - sine**2))
    phi = 2 * np.pi * np.arange(3) / 3
    return np.column_stack((sine * np.cos(phi), sine * np.sin(phi),
                            -cosine * np.ones(3)))


def two_level(S, m):
    """Total model energy, hybrid population q and bond order P."""
    es, ep, eH, bs, bp = m
    hybrid = S * es + (1 - S) * ep
    beta = np.sqrt(S) * bs + np.sqrt(1 - S) * bp
    w = np.hypot(hybrid - eH, 2 * beta)
    energy = (2 * ((1 - 3 * S) * es + 3 * S * ep)
              + 3 * (hybrid + eH - w))
    return energy, 1 - (hybrid - eH) / w, 2 * beta / w


def slope(S, m):
    """Derived expression for dE/dS."""
    es, ep, eH, bs, bp = m
    _, q, P = two_level(S, m)
    return 3 * ((ep - es) * (2 - q)
                - P * (bs / np.sqrt(S) - bp / np.sqrt(1 - S)))


def model_minimum(m):
    """s weight at the energy minimum, and inversion barrier."""
    res = minimize_scalar(lambda x: two_level(x * x, m)[0],
                          bounds=(0, np.sqrt(PLANAR)), method="bounded",
                          options={"xatol": 1e-10})
    top = two_level(PLANAR, m)[0]
    if res.fun >= top:
        return PLANAR, 0.0
    return res.x**2, top - res.fun


def full_hamiltonian(theta, m):
    """Orbitals: s, px, py, pz, and three hydrogen 1s."""
    es, ep, eH, bs, bp = m
    H = np.diag([es, ep, ep, ep, eH, eH, eH])
    H[0, 4:] = H[4:, 0] = -bs
    H[1:4, 4:] = -bp * directions(theta).T
    H[4:, 1:4] = H[1:4, 4:].T
    return H


def full_energy(theta, m):
    return 2 * np.linalg.eigvalsh(full_hamiltonian(theta, m))[:4].sum()


def full_minimum(m):
    flat = 2 * np.pi / 3
    res = minimize_scalar(lambda t: full_energy(t, m),
                          bounds=(np.pi / 3, flat), method="bounded",
                          options={"xatol": 1e-9})
    top = full_energy(flat, m)
    return (res.x, top - res.fun) if res.fun < top else (flat, 0.0)


def core_potential(symbol):
    return {symbol: "def2-svp"} if symbol in ("Sb", "Bi") else {}


def atom_data(symbol):
    """Valence s and p orbitals, levels and rms radii of the free atom."""
    mol = gto.M(atom=symbol, basis="def2-svp", spin=3, verbose=0,
                ecp=core_potential(symbol))
    mf = scf.ROHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    fock = np.asarray(mf.get_hcore()) + np.asarray(mf.get_veff())
    C = np.asarray(mf.mo_coeff)
    occ = np.asarray(mf.mo_occ)
    closed = np.where(occ == 2)[0]
    s = C[:, closed[np.argmax(np.asarray(mf.mo_energy)[closed])]]
    p = C[:, occ == 1]
    kind = np.array([lab[2][-1] for lab in mol.ao_labels(fmt=None)])
    assert np.abs(s[kind != "s"]).max() < 1e-3
    assert np.abs(p[kind != "p"]).max() < 1e-3
    r2 = mol.intor("int1e_r2")
    return {"s": s, "es": s @ (fock[0] + fock[1]) @ s / 2,
            "ep": np.trace(p.T @ fock[0] @ p) / 3, "p": p,
            "rs": np.sqrt(s @ r2 @ s),
            "rp": np.sqrt(np.trace(p.T @ r2 @ p) / 3)}


def hydride(symbol, r, theta, dm=None, shift=None):
    """Closed-shell Hartree-Fock; shift is added to the core Hamiltonian."""
    atoms = [(symbol, (0.0, 0.0, 0.0))]
    atoms += [("H", tuple(r * n)) for n in directions(theta)]
    mol = gto.M(atom=atoms, unit="Bohr", basis="def2-svp", verbose=0,
                ecp=core_potential(symbol))
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    if shift is not None:
        core = mf.get_hcore() + shift
        mf.get_hcore = lambda *args: core
    mf.kernel(dm0=dm)
    assert mf.converged
    return mf


def optimize(symbol, r, theta):
    """Pyramidal minimum and planar structure from local quadratic fits."""
    x = np.array([r, theta])
    dm, seen = None, []
    offsets = ((0, 0), (1, 0), (-1, 0), (0, 1), (0, -1), (1, 1))
    for size in (0.06, 0.02):
        e = []
        for offset in offsets:
            mf = hydride(symbol, *(x + size * np.array(offset)), dm=dm)
            dm = np.asarray(mf.make_rdm1())
            e.append(mf.e_tot)
        seen += e
        cross = e[5] - e[1] - e[3] + e[0]
        hess = np.array([[e[1] + e[2] - 2 * e[0], cross],
                         [cross, e[3] + e[4] - 2 * e[0]]])
        assert np.linalg.eigvalsh(hess).min() > 0
        grad = np.array([e[1] - e[2], e[3] - e[4]]) / 2
        x = x - size * np.linalg.solve(hess, grad)
    bent = hydride(symbol, *x, dm=dm)
    assert bent.e_tot <= min(seen) + 1e-7
    flat_angle, centre, size = 2 * np.pi / 3, x[0] - 0.05, 0.05
    dm, e = None, []
    for k in (-1, 0, 1):
        mf = hydride(symbol, centre + k * size, flat_angle, dm=dm)
        dm = np.asarray(mf.make_rdm1())
        e.append(mf.e_tot)
    r_flat = centre - size * (e[2] - e[0]) / 2 / (e[2] + e[0] - 2 * e[1])
    flat = hydride(symbol, r_flat, flat_angle, dm=dm)
    assert flat.e_tot <= min(e) + 1e-7
    homo = np.asarray(flat.mo_coeff)[:, flat.mol.nelectron // 2 - 1]
    kind = np.array([a[2][-1] for a in flat.mol.ao_labels(fmt=None)])
    assert np.abs(homo[kind == "s"]).max() < 1e-3, "lone pair is not p"
    return x[0], x[1], r_flat, bent, flat


# Coulson's theorem from angular integration of the hybrids themselves
nodes, weights = np.polynomial.legendre.leggauss(12)
phis = 2 * np.pi * np.arange(24) / 24
Z, PHI = np.meshgrid(nodes, phis, indexing="ij")
R = np.sqrt(1 - Z**2)
sphere = np.stack((R * np.cos(PHI), R * np.sin(PHI), Z))
area = weights[:, None] * (2 * np.pi / 24)


def hybrid_overlap(S, theta):
    f = [(np.sqrt(S) + np.sqrt(3 * (1 - S))
          * np.tensordot(n, sphere, axes=1)) / np.sqrt(4 * np.pi)
         for n in directions(theta)[:2]]
    return np.sum(area * f[0] * f[1])


for S in (0.0, 0.1, 0.25, 0.32):
    assert abs(hybrid_overlap(S, angle_from_s(S))) < 1e-12
    assert abs(hybrid_overlap(S, angle_from_s(S) - 0.05)) > 0.01

# Free atoms, then molecules
hmol = gto.M(atom="H", basis="def2-svp", spin=1, verbose=0)
h_levels, h_orbitals = eigh(hmol.intor("int1e_kin")
                            + hmol.intor("int1e_nuc"),
                            hmol.intor("int1e_ovlp"))
eH, h1s = h_levels[0], h_orbitals[:, 0]
starts = {"N": (1.90, 107.0), "P": (2.67, 95.5), "As": (2.86, 94.5),
          "Sb": (3.22, 94.0), "Bi": (3.37, 92.5)}
atoms, mols, overlaps = {}, {}, {}
for X, (r0, a0) in starts.items():
    atoms[X] = atom_data(X)
    mols[X] = optimize(X, r0, np.radians(a0))
    S_ao = mols[X][3].mol.intor("int1e_ovlp")
    n = len(atoms[X]["s"])
    column = S_ao[:n, n:n + len(h1s)] @ h1s
    overlaps[X] = (abs(atoms[X]["s"] @ column),
                   np.linalg.norm(atoms[X]["p"].T @ column))


def parameters(X, K):
    a = atoms[X]
    return np.array([a["es"], a["ep"], eH,
                     K * overlaps[X][0], K * overlaps[X][1]])


cos_N = np.cos(mols["N"][1])
S_N = -cos_N / (1 - cos_N)
K = brentq(lambda k: slope(S_N, parameters("N", k)), 0.05, 3.0)
models = {X: parameters(X, K) for X in starts}
local = {X: model_minimum(models[X]) for X in starts}
full = {X: full_minimum(models[X]) for X in starts}
assert abs(local["N"][0] - S_N) < 1e-5

# Model energy is the expectation value of an orthonormal determinant
largest_gap = 0.0
for X in starts:
    for S in (0.03, 0.12, 0.22, PLANAR):
        theta = angle_from_s(S)
        H = full_hamiltonian(theta, models[X])
        hybrids = np.zeros((3, 7))
        hybrids[:, 0] = np.sqrt(S)
        hybrids[:, 1:4] = np.sqrt(1 - S) * directions(theta)
        lone = np.zeros(7)
        lone[:4] = null_space(hybrids[:, :4])[:, 0]
        assert abs(lone[0]**2 - (1 - 3 * S)) < 1e-10
        orbitals = [lone]
        for i in range(3):
            pair = np.array([hybrids[i], np.eye(7)[4 + i]])
            vec = np.linalg.eigh(pair @ H @ pair.T)[1][:, 0]
            orbitals.append(vec @ pair)
        O = np.array(orbitals)
        assert np.allclose(O @ O.T, np.eye(4), atol=1e-10)
        energy = two_level(S, models[X])[0]
        assert abs(2 * np.trace(O @ H @ O.T) - energy) < 1e-10
        gap = energy - full_energy(theta, models[X])
        assert gap > -1e-10
        largest_gap = max(largest_gap, gap)

# Stationarity and barrier derivatives on the PH3 parameters
mP = models["P"]
S_P, B_P = local["P"]
root = brentq(lambda s: slope(s, mP), 1e-5, PLANAR)
assert abs(root - S_P) < 1e-5
E_min, q_min, P_min = two_level(S_P, mP)
E_top, q_top, P_top = two_level(PLANAR, mP)


def barrier_rate(direction):
    d = 1e-4 * np.array(direction, dtype=float)
    return (model_minimum(mP + d)[1] - model_minimum(mP - d)[1]) / 2e-4


ns_min = 2 * (1 - 3 * S_P) + 3 * S_P * q_min
rate_s = q_top - ns_min
rate_bs = -6 * (P_top / np.sqrt(3) - P_min * np.sqrt(S_P))
rate_bp = -6 * (P_top * np.sqrt(2 / 3) - P_min * np.sqrt(1 - S_P))
rate_both = 3 * (q_top - q_min)
assert abs(barrier_rate([1, 0, 0, 0, 0]) - rate_s) < 1e-4
assert abs(barrier_rate([0, 0, 0, 1, 0]) - rate_bs) < 1e-4
assert abs(barrier_rate([0, 0, 0, 0, 1]) - rate_bp) < 1e-4
assert abs(barrier_rate([1, 1, 0, 0, 0]) - rate_both) < 1e-4

# Large s-p gap: the angle tends to 90 degrees
wide = mP.copy()
wide[0] = wide[1] - 20.0
S_wide = model_minimum(wide)[0]
_, q0, P0 = two_level(0.0, wide)
S_limit = (P0 * wide[3] / (20.0 * (2 - q0)))**2
assert abs(S_wide / S_limit - 1) < 0.05  # next order is about bp/gap
assert abs((angle_from_s(S_wide) - np.pi / 2) / S_wide - 1) < 0.01

# Trends in the molecules and in both models
barrier = {X: mols[X][4].e_tot - mols[X][3].e_tot for X in starts}
assert mols["N"][1] > mols["P"][1] > mols["Bi"][1]
assert 0 < barrier["N"] < barrier["P"] < barrier["Bi"]
for X in ("P", "Bi"):
    assert local[X][0] < local["N"][0] and local[X][1] > local["N"][1]
    assert full[X][0] < full["N"][0] and full[X][1] > full["N"][1]

# Artificial shift of the 6s level inside BiH3, at fixed structures
r_b, th_b, r_f, bent, flat = mols["Bi"]
populations, responses = [], []
for mf, r, th in ((bent, r_b, th_b), (flat, r_f, 2 * np.pi / 3)):
    S_ao = mf.mol.intor("int1e_ovlp")
    v = S_ao[:, :len(atoms["Bi"]["s"])] @ atoms["Bi"]["s"]
    D = np.asarray(mf.make_rdm1())
    populations.append(v @ D @ v)
    e = [hydride("Bi", r, th, dm=D, shift=k * np.outer(v, v)).e_tot
         for k in (0.005, -0.005)]
    responses.append((e[0] - e[1]) / 0.01)
response = responses[1] - responses[0]
assert abs(response - (populations[1] - populations[0])) < 2e-3
assert response < 0

print("Energies in Eh, lengths in bohr, unless another unit is shown")
print(f"H 1s level {eH:.4f} Eh; K = {K:.4f} Eh; 1 Eh = {KJ:.2f} kJ/mol")
print("Free atoms: s level, p level, gap (Eh); rms radii s, p (bohr)")
for X, a in atoms.items():
    print(f"{X:2s} {a['es']:.4f} {a['ep']:.4f} {a['ep']-a['es']:.4f}"
          f" {a['rs']:.3f} {a['rp']:.3f}")
print("Overlaps s-H, p-H (no unit); couplings bs, bp (Eh)")
for X in starts:
    o, m = overlaps[X], models[X]
    print(f"{X:2s} {o[0]:.4f} {o[1]:.4f} {m[3]:.4f} {m[4]:.4f}")
print("HF: r bent, r planar (bohr); angle (deg); barrier (Eh, kJ/mol)")
for X in starts:
    r, th, rf = mols[X][:3]
    print(f"{X}H3 {r:.3f} {rf:.3f} {np.degrees(th):.2f}"
          f" {barrier[X]:.5f} {barrier[X]*KJ:.1f}")
print("Two-level: S, q, P; angle (deg); barrier (Eh, kJ/mol)")
for X in starts:
    S, B = local[X]
    _, q, P = two_level(S, models[X])
    print(f"{X}H3 {S:.4f} {q:.4f} {P:.4f}"
          f" {np.degrees(angle_from_s(S)):.2f} {B:.5f} {B*KJ:.1f}")
print("Full seven-orbital model: angle (deg); barrier (kJ/mol)")
for X in starts:
    print(f"{X}H3 {np.degrees(full[X][0]):.2f} {full[X][1]*KJ:.1f}")
print(f"Largest two-level minus full energy: {largest_gap:.4f} Eh")
print(f"PH3 model energy: minimum {E_min:.5f}, planar {E_top:.5f} Eh")
print(f"PH3 planar: q {q_top:.4f}, P {P_top:.4f}")
print(f"PH3 s electrons: minimum {ns_min:.4f}, planar {q_top:.4f}")
print(f"PH3 dB/des {rate_s:.4f}, dB/dbs {rate_bs:.4f} (no unit)")
print(f"PH3 dB/dbp {rate_bp:.4f}, both levels {rate_both:.4f} (no unit)")
print(f"Gap 20 Eh: S {S_wide:.4e}, limit formula {S_limit:.4e}")
print(f"Gap 20 Eh: angle {np.degrees(angle_from_s(S_wide)):.4f} deg")
print("From N, replaced in turn: angle (deg), barrier (kJ/mol)")
for X in ("P", "Bi"):
    m = models["N"].copy()
    m[:2] += models[X][1] - m[1]
    for label in ("p level, gap kept", "gap", "couplings"):
        if label == "gap":
            m[0] = models[X][0]
        if label == "couplings":
            m[3:] = models[X][3:]
        S, B = model_minimum(m)
        print(f"to {X}, {label}: {np.degrees(angle_from_s(S)):.2f}"
              f" {B*KJ:.1f}")
print(f"BiH3 6s projection: bent {populations[0]:.4f},"
      f" planar {populations[1]:.4f} electrons")
print(f"BiH3 barrier change per 6s level shift: {response:.4f} (no unit)")
print("no test failed")
```

Printed output:

```
Energies in Eh, lengths in bohr, unless another unit is shown
H 1s level -0.4993 Eh; K = 0.4044 Eh; 1 Eh = 2625.50 kJ/mol
Free atoms: s level, p level, gap (Eh); rms radii s, p (bohr)
N  -0.9252 -0.5687 0.3566 1.482 1.571
P  -0.6883 -0.3884 0.2999 2.093 2.480
As -0.6814 -0.3678 0.3136 2.183 2.679
Sb -0.6185 -0.3324 0.2861 2.455 3.070
Bi -0.6768 -0.3159 0.3609 2.399 3.199
Overlaps s-H, p-H (no unit); couplings bs, bp (Eh)
N  0.5604 0.4500 0.2266 0.1820
P  0.4643 0.5387 0.1877 0.2178
As 0.4337 0.5407 0.1754 0.2186
Sb 0.3878 0.5344 0.1568 0.2161
Bi 0.3499 0.5260 0.1415 0.2127
HF: r bent, r planar (bohr); angle (deg); barrier (Eh, kJ/mol)
NH3 1.901 1.876 106.92 0.00934 24.5
PH3 2.670 2.602 95.28 0.06057 159.0
AsH3 2.854 2.759 94.43 0.06729 176.7
SbH3 3.214 3.094 93.45 0.07717 202.6
BiH3 3.363 3.180 91.97 0.09992 262.3
Two-level: S, q, P; angle (deg); barrier (Eh, kJ/mol)
NH3 0.2254 1.2693 0.9630 106.92 0.01452 38.1
PH3 0.1055 0.8531 0.9892 96.77 0.10670 280.1
AsH3 0.0821 0.8005 0.9799 95.13 0.14610 383.6
SbH3 0.0667 0.7157 0.9587 94.10 0.17268 453.4
BiH3 0.0375 0.6615 0.9410 92.23 0.28188 740.1
Full seven-orbital model: angle (deg); barrier (kJ/mol)
NH3 114.91 3.0
PH3 97.07 176.4
AsH3 94.69 256.7
SbH3 92.81 339.2
BiH3 90.46 475.2
Largest two-level minus full energy: 0.1250 Eh
PH3 model energy: minimum -5.56395, planar -5.45726 Eh
PH3 planar: q 0.9809, P 0.9998
PH3 s electrons: minimum 1.6370, planar 0.9809
PH3 dB/des -0.6561, dB/dbs -1.5357 (no unit)
PH3 dB/dbp 0.7150, both levels 0.3832 (no unit)
Gap 20 Eh: S 5.2753e-05, limit formula 5.3240e-05
Gap 20 Eh: angle 90.0030 deg
From N, replaced in turn: angle (deg), barrier (kJ/mol)
to P, p level, gap kept: 99.67 164.0
to P, gap: 102.60 94.5
to P, couplings: 96.77 280.1
to Bi, p level, gap kept: 97.51 247.5
to Bi, gap: 97.36 255.2
to Bi, couplings: 92.23 740.1
BiH3 6s projection: bent 1.9586, planar 1.8457 electrons
BiH3 barrier change per 6s level shift: -0.1129 (no unit)
no test failed
```
